**The $L^{-5}$ image-energy term of a simple-cubic supercell**

For a frozen charge density in a cubic cell of side $L$ with neutralising background, the term after the $L^{-1}$ and $L^{-3}$ terms is $ka_4B/L^5$, with $k=1/4\pi\varepsilon_0$, $B=qH-4\sum_ip_iO_i+\frac95\sum_i\Theta_{ii}^2-\frac{12}5\sum_{i<j}\Theta_{ij}^2$ and $a_4=\frac{175}{48}\sum_{\mathbf n\ne0}K_4(\mathbf n)/n^9$. Here $K_4=x^4+y^4+z^4-\frac35r^4$, $q$ and $\mathbf p$ are charge and dipole, $\Theta_{ij}$ is the moment of $x_ix_j-r^2\delta_{ij}/3$, $O_i$ that of $x_i^3-\frac35x_ir^2$, and $H$ that of $K_4$. The program asserts the number of cubic-invariant harmonics for $l\le6$ by group averaging, the symbolic split of $K_4(\mathbf r-\mathbf r')$ into separately harmonic pieces, and agreement of $a_4=7.770566707$ among a theta-function sum, a windowed direct sum and a projection of the Ewald potential. It asserts that Ewald energies extrapolated in $1/L^2$ reproduce $a_4B$ for a random point cluster, a deformed Gaussian model and CH$^+$ (RHF/cc-pVDZ) in three orientations, that $B$ is origin independent and obeys the axial formula, and that the residual of a spherical model vanishes. It also asserts that the relaxation energy in the leading image potential is negative with exponent within 0.1 of 6. For CH$^+$ at $L=1$ nm the output gives $-0.098$, $+0.024$ and $+0.065$ meV for the $L^{-5}$ term along [001], [110] and [111], against a relaxation energy of $-0.083$ meV.

## Check in Python

```python
# Result under test: frozen density rho in a simple-cubic cell L with background, k=1/(4 pi eps0):
#  E(L)-E_iso = -k alpha q^2/(2L) + 2 pi k (qQ-p^2)/(3L^3) + k a4 B/L^5 + O(L^-7)
#  B = q H - 4 sum_i p_i O_i + (9/5) sum_i Th_ii^2 - (12/5) sum_{i<j} Th_ij^2
#  K4 = x^4+y^4+z^4-(3/5)r^4, H=int rho K4, O_i=int rho (x_i^3-(3/5)x_i r^2),
#  Th_ij=int rho (x_i x_j - r^2 d_ij/3), Q=int rho r^2, a4=(175/48) sum_{n!=0} K4(n)/|n|^9.
#  psi = Ewald potential minus 1/r (L=1). B=0 for a spherical density. Axial density along n:
#  B=K4(n)(q M4-4 M1 M3+3 M2^2), M_l=int rho r^l P_l. Relaxation of the density is O(L^-6).
import itertools
import numpy as np, sympy as sp
from scipy.special import erf, erfc, gamma, gammaincc, eval_legendre
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy import constants as C
from pyscf import gto, scf, lib
from pyscf.gto.ft_ao import ft_aopair
lib.num_threads(1); scf.hf.MUTE_CHKFILE = True
pi = np.pi; rng = np.random.default_rng(7)
a0 = C.physical_constants['Bohr radius'][0]*1e9            # nm
kE = C.e/(4*pi*C.epsilon_0)*1e12                           # meV nm
Eh = kE/a0                                                 # meV

def K4(v): return (v**4).sum(-1) - 0.6*(v**2).sum(-1)**2
def lattice(N):
    a = np.arange(-N, N+1.0)
    n = np.stack(np.meshgrid(a, a, a, indexing='ij'), -1).reshape(-1, 3)
    return n[(n**2).sum(1) > 0]
def point_moments(w, r):
    return (w.sum(), w@r, np.einsum('a,ai,aj->ij', w, r, r),
            np.einsum('a,ai,aj,ak->ijk', w, r, r, r),
            np.einsum('a,ai,aj,ak,al->ijkl', w, r, r, r, r))
def bracket_terms(m):
    q, p, M2, M3, M4 = m
    H = np.einsum('iiii', M4) - 0.6*np.einsum('iijj', M4)
    O = np.einsum('iii->i', M3) - 0.6*np.einsum('ijj->i', M3)
    Th = M2 - np.eye(3)*np.trace(M2)/3
    t2 = 1.8*(np.diag(Th)**2).sum() - 2.4*(Th[0, 1]**2+Th[0, 2]**2+Th[1, 2]**2)
    return np.array([q*H, -4*p@O, t2])
def lead(m, L): return -alpha*m[0]**2/(2*L), 2*pi*(m[0]*np.trace(m[2])-m[1]@m[1])/(3*L**3)
def extrapolate(Ls, res): return np.polyfit((Ls[0]/Ls)**2, res*Ls**5, 2)[-1]

# number of cubic-invariant harmonics by group averaging
ops = [np.eye(3)[list(p)]*np.array(s)[:, None] for p in itertools.permutations(range(3))
       for s in itertools.product((1, -1), repeat=3)]
u = rng.normal(size=(30, 3)); u /= np.linalg.norm(u, axis=1)[:, None]
w = rng.normal(size=(30, 3)); w /= np.linalg.norm(w, axis=1)[:, None]
ranks = []
for l in range(7):
    A = sum(eval_legendre(l, u@g@w.T) for g in ops)/48
    ranks.append(int((np.linalg.svd(A)[1] > 1e-9).sum()))
    if l == 4: assert np.allclose(A, (35/24)*2.5*np.outer(K4(u), K4(w)), atol=1e-12)
assert ranks == [1, 0, 0, 0, 1, 0, 1]
print("invariant harmonics l=0..6:", ranks)

# symbolic split of K4(r-r')
X = sp.symbols('x y z'); Y = sp.symbols('u v w'); s = sp.Symbol('s'); R = sp.Rational
sq = lambda v: sum(c*c for c in v)
K4s = lambda v: sum(c**4 for c in v) - R(3, 5)*sq(v)**2
full = sp.expand(K4s([X[i]-s*Y[i] for i in range(3)]))
th = lambda v, i, j: v[i]*v[j] - (sq(v)/3 if i == j else 0)
oc = lambda v, i: v[i]**3 - R(3, 5)*v[i]*sq(v)
claim = [K4s(X), -4*sum(Y[i]*oc(X, i) for i in range(3)),
         R(18, 5)*sum(th(X, i, i)*th(Y, i, i) for i in range(3))
         - R(24, 5)*sum(th(X, i, j)*th(Y, i, j) for i in range(3) for j in range(i+1, 3)),
         -4*sum(X[i]*oc(Y, i) for i in range(3)), K4s(Y)]
for n in range(5):
    part = full.coeff(s, n)
    assert sp.expand(part-claim[n]) == 0
    for V in (X, Y): assert sp.expand(sum(sp.diff(part, c, 2) for c in V)) == 0

# Ewald psi, alpha and a4
nR, nG = lattice(3), lattice(5); nG2 = (nG**2).sum(1)
def psi(r, eta=2.5):
    d = np.linalg.norm(r[:, None, :]-nR[None], axis=2); rr = np.linalg.norm(r, axis=1)
    own = np.where(rr > 1e-12, erf(eta*rr)/np.maximum(rr, 1e-12), 2*eta/np.sqrt(pi))
    rec = np.cos(2*pi*r@nG.T)@(np.exp(-pi**2*nG2/eta**2)/nG2)/pi
    return (erfc(eta*d)/d).sum(1) - own + rec - pi/eta**2
alpha = -psi(np.zeros((1, 3)))[0]
assert abs(alpha+psi(np.zeros((1, 3)), 2.0)[0]) < 1e-12
S4 = (K4(nG)*(gammaincc(4.5, pi*nG2)/nG2**4.5 + pi**3.5/gamma(4.5)*np.exp(-pi*nG2)/nG2)).sum()
a4 = 175/48*S4
nb = lattice(43); nn = np.linalg.norm(nb, axis=1)
a4_direct = 175/48*(K4(nb)/nn**9*0.5*erfc((nn-24)/3)).sum()
mu, wm = np.polynomial.legendre.leggauss(20); ph = np.arange(40)*2*pi/40; rs = 0.3
st = np.sqrt(1-mu**2)
pts = rs*np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
                   np.outer(mu, np.ones(40))], -1).reshape(-1, 3)
ws = np.repeat(wm, 40)/80; ps = psi(pts)
a4_proj = (ws*ps*K4(pts)).sum()/(ws*K4(pts)**2).sum()
assert abs(ws@ps - (-alpha+2*pi*rs**2/3)) < 1e-11
assert abs((ws*ps*(3*pts[:, 2]**2/rs**2-1)).sum()) < 1e-11
assert abs(a4_direct-a4) < 1e-9 and abs(a4_proj-a4) < 1e-9
print(f"k e^2 = {kE:.4f} meV nm; alpha = {alpha:.9f}")
print(f"sum K4(n)/n^9 = {S4:.9f}; a4 = {a4:.9f}")
print(f"a4 direct = {a4_direct:.9f}; a4 projected from psi = {a4_proj:.9f}")

# random point cluster without symmetry
qs = rng.normal(size=5); xs = rng.uniform(-0.5, 0.5, size=(5, 3)); m = point_moments(qs, xs)
dif = (xs[:, None]-xs[None]).reshape(-1, 3); qq = np.outer(qs, qs).ravel()
Ls = np.array([12., 15., 18., 21.])
res = np.array([0.5*qq@psi(dif/L)/L - sum(lead(m, L)) for L in Ls])
t = bracket_terms(m); fit = extrapolate(Ls, res)
assert abs(fit-a4*t.sum()) < 1e-4*a4*np.abs(t).sum()
t2 = bracket_terms(point_moments(qs, xs+np.array([0.4, -0.7, 0.2])))
assert abs(t2.sum()-t.sum()) < 1e-11 and np.abs(t2-t).max() > 1e-2
print(f"random cluster a4*B: Ewald fit {fit:.6f}, formula {a4*t.sum():.6f} (arb. units)")

# two-Gaussian model, lengths in nm, charges in e
gq = np.array([3., -2.]); cen = np.array([0.05, 0.02, 0.1])
hx, hw = np.polynomial.hermite_e.hermegauss(3); hw = hw/hw.sum()
hp = np.array(list(itertools.product(hx, repeat=3)))
hW = np.prod(np.array(list(itertools.product(hw, repeat=3))), 1)
def gauss_case(var, Ls):
    m = point_moments(np.concatenate([q*hW for q in gq]),
                      np.concatenate([cen+hp*np.sqrt(v) for v in var]))
    iso = 0.0
    for i in range(2):
        for j in range(2):
            v = var[i]+var[j]; sc = np.sqrt(2*v.mean())
            f = lambda a: 1/np.sqrt(np.prod(np.cos(a)**2+2*v/sc**2*np.sin(a)**2))*np.cos(a)
            iso += gq[i]*gq[j]/np.sqrt(pi)/sc*quad(f, 0, pi/2, epsabs=1e-14, epsrel=1e-13)[0]
    out = []
    for L in Ls:
        G = 2*pi/L*lattice(int(19*L)+1)
        rho = sum(q*np.exp(-0.5*(G**2)@v) for q, v in zip(gq, var))
        out.append(2*pi/L**3*(rho**2/(G**2).sum(1)).sum() - iso - sum(lead(m, L)))
    return m, np.array(out)
Lnm = np.array([1.0, 1.25, 1.5, 1.75])
mS, rS = gauss_case([np.full(3, 0.05**2), np.full(3, 0.08**2)], Lnm[:2])
tS = bracket_terms(mS)
assert np.abs(rS).max() < 1e-10 and abs(tS.sum()) < 1e-15 and np.abs(tS).min() > 1e-6
mD, rD = gauss_case([np.full(3, 0.05**2), 0.08**2*np.array([0.7, 0.7, 1.6])], Lnm)
tD = bracket_terms(mD); fD = extrapolate(Lnm, rD)
assert abs(fD/(a4*tD.sum())-1) < 1e-3
print("model: +3 e sigma 0.05 nm, -2 e sigma 0.08 nm, centre (0.05,0.02,0.1) nm")
print("sphere terms qH,-4pO,quad = %.4e %.4e %.4e e^2 nm^4" % tuple(tS))
print(f"sphere residual at L=1 nm = {kE*rS[0]:.1e} meV")
print("deformed: variances of -2 e part scaled by 0.7,0.7,1.6 (same Q)")
print(f"deformed B = {tD.sum():.4e} e^2 nm^4; E5(1 nm) = {kE*a4*tD.sum():.5f} meV")
print(f"deformed residual(1 nm) = {kE*rD[0]:.5f} meV; fit c5 = {kE*fD:.5f} meV nm^5")

# CH+ at RHF/cc-pVDZ, atomic units inside
def run(d):
    mol = gto.M(atom=[['C', (0, 0, 0)], ['H', (0, 0, d)]], unit='Bohr', charge=1,
                basis='cc-pvdz', verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.kernel()
    return mol, mf
d0 = minimize_scalar(lambda d: run(d)[1].e_tot, bounds=(1.8, 2.4), method='bounded',
                     options={'xatol': 1e-4}).x
mol, mf = run(d0); assert mf.converged and 1.85 < d0 < 2.35
D = mf.make_rdm1(); Z = mol.atom_charges().astype(float); Rn = mol.atom_coords()
def mol_moments(o):
    nuc = point_moments(Z, Rn-o); out = [nuc[0]-np.sum(D*mol.intor('int1e_ovlp'))]
    with mol.with_common_orig(o):
        for l in range(1, 5):
            el = np.einsum('xij,ij->x', mol.intor('int1e_'+'r'*l), D).reshape((3,)*l)
            out.append(nuc[l]-el)
    return out
def rotate(m, U):
    return (m[0], U@m[1], U@m[2]@U.T, np.einsum('ai,bj,ck,ijk->abc', U, U, U, m[3]),
            np.einsum('ai,bj,ck,dl,ijkl->abcd', U, U, U, U, m[4], optimize=True))
def rho2(G):
    return np.abs(np.exp(-1j*G@Rn.T)@Z - np.einsum('gij,ij->g', ft_aopair(mol, G), D))**2
m0 = mol_moments(np.zeros(3)); q, p, M2, M3, M4 = m0
assert abs(q-1) < 1e-9 and abs(M2[0, 0]-M2[1, 1]) < 1e-8 and abs(M2[0, 1]) < 1e-8
mc = mol_moments(p/q)
Ml = [p[2], (3*M2[2, 2]-np.trace(M2))/2, (5*M3[2, 2, 2]-3*np.trace(M3[2]))/2,
      (35*M4[2, 2, 2, 2]-30*np.trace(M4[2, 2])+3*np.einsum('iijj', M4))/8]
axial = q*Ml[3]-4*Ml[0]*Ml[2]+3*Ml[1]**2
La = Lnm/a0; cut = 2*np.sqrt(28.0)
nh = lattice(11); nh = nh[nh@np.array([1., 100., 1e4]) > 0]
nh = nh[2*pi*np.linalg.norm(nh, axis=1) < 6.5*cut]
xk, wk = np.polynomial.legendre.leggauss(56); xm, wmu = np.polynomial.legendre.leggauss(24)
iso_lr = []
for L in La:
    om = 6.5/L; kk = (xk+1)*cut*om/2
    kv = np.stack([np.outer(kk, np.sqrt(1-xm**2)), np.zeros((56, 24)), np.outer(kk, xm)], -1)
    r2 = rho2(np.ascontiguousarray(kv.reshape(-1, 3))).reshape(56, 24)
    iso_lr.append((wk*cut*om/2*np.exp(-kk**2/(4*om**2)))@r2@wmu/(2*pi))
print(f"CH+ RHF/cc-pVDZ: bond = {d0*a0:.5f} nm; q = {q:.6f} e; origin at C, H on +z")
print(f"Q = {np.trace(M2)*a0**2:.5e} e nm^2")
for l in range(4): print(f"M{l+1} = {Ml[l]*a0**(l+1):.5e} e nm^{l+1}")
print(f"qM4-4M1M3+3M2^2 = {axial*a0**4:.5e} e^2 nm^4")
print("L values for fit (nm):", *Lnm)
print("L=1 nm: L^-1 term %.3f meV, L^-3 term %.4f meV" % tuple(Eh*x for x in lead(m0, La[0])))
for name, n in (('001', (0, 0, 1.)), ('110', (1, 1, 0.)), ('111', (1, 1, 1.))):
    n = np.array(n)/np.linalg.norm(n); e1 = np.cross(n, [0.3, 1., 0.2]); e1 /= np.linalg.norm(e1)
    U = np.stack([e1, np.cross(n, e1), n], 1)
    t = bracket_terms(rotate(m0, U)); tc = bracket_terms(rotate(mc, U)); res = []
    assert abs(t.sum()-K4(n)*axial) < 1e-7 and abs(t.sum()-tc.sum()) < 1e-7
    for L, iso in zip(La, iso_lr):
        om = 6.5/L; G = 2*pi/L*nh; G2 = (G**2).sum(1)
        per = 4*pi/L**3*(rho2(np.ascontiguousarray(G@U))*np.exp(-G2/(4*om**2))/G2).sum()
        res.append(per-iso-pi*q*q/(2*L**3*om**2)-sum(lead(m0, L)))
    res = np.array(res); fit = extrapolate(La, res); c5 = kE*a4*t.sum()*a0**4
    assert abs(fit-a4*t.sum()) < 2e-3*a4*np.abs(t).sum()
    print(f"[{name}] K4(n) = {K4(n):.6f}; B = {t.sum()*a0**4:.5e} e^2 nm^4")
    print("  terms, origin C: %.4e %.4e %.4e e^2 nm^4" % tuple(t*a0**4))
    print("  terms, charge centre: %.4e %.1e %.4e e^2 nm^4" % tuple(tc*a0**4))
    print(f"  c5 formula {c5:.6f}, Ewald fit {kE*fit*a0**4:.6f} meV nm^5")
    print(f"  L=1 nm: E5 = {c5:.5f} meV = {c5*1e-3*C.e:.4e} J; residual {Eh*res[0]:.5f} meV")

# relaxation in the leading image potential
W = -(q*mol.intor('int1e_r2') - 2*np.einsum('x,xij->ij', p, mol.intor('int1e_r')))
rel = []
for L in (La[0], La[2]):
    lam = 2*pi/(3*L**3); h = mf.get_hcore()+lam*W
    m2 = scf.RHF(mol); m2.chkfile = None; m2.conv_tol = 1e-12
    m2.get_hcore = lambda *a, h=h: h
    rel.append(m2.kernel(D)-mf.e_tot-lam*np.sum(D*W)); assert m2.converged
expo = np.log(rel[0]/rel[1])/np.log(La[2]/La[0])
assert rel[0] < 0 and abs(expo-6) < 0.1
print(f"relaxation: {Eh*rel[0]:.5f} meV (1 nm), {Eh*rel[1]:.6f} meV (1.5 nm)")
print(f"relaxation exponent = {expo:.3f}")
print("OK")
```

Output:

```
invariant harmonics l=0..6: [1, 0, 0, 0, 1, 0, 1]
k e^2 = 1439.9645 meV nm; alpha = 2.837297479
sum K4(n)/n^9 = 2.131355440; a4 = 7.770566707
a4 direct = 7.770566707; a4 projected from psi = 7.770566707
random cluster a4*B: Ewald fit 0.673665, formula 0.673665 (arb. units)
model: +3 e sigma 0.05 nm, -2 e sigma 0.08 nm, centre (0.05,0.02,0.1) nm
sphere terms qH,-4pO,quad = 6.5640e-06 -2.6256e-05 1.9692e-05 e^2 nm^4
sphere residual at L=1 nm = -7.0e-12 meV
deformed: variances of -2 e part scaled by 0.7,0.7,1.6 (same Q)
deformed B = 7.9626e-05 e^2 nm^4; E5(1 nm) = 0.89097 meV
deformed residual(1 nm) = 0.92945 meV; fit c5 = 0.89116 meV nm^5
CH+ RHF/cc-pVDZ: bond = 0.11225 nm; q = 1.000000 e; origin at C, H on +z
Q = -2.45412e-02 e nm^2
M1 = 4.94929e-02 e nm^1
M2 = -2.76486e-04 e nm^2
M3 = 4.82355e-04 e nm^3
M4 = 7.34004e-05 e nm^4
qM4-4M1M3+3M2^2 = -2.18629e-05 e^2 nm^4
L values for fit (nm): 1.0 1.25 1.5 1.75
L=1 nm: L^-1 term -2042.804 meV, L^-3 term -81.4003 meV
[001] K4(n) = 0.400000; B = -8.74515e-06 e^2 nm^4
  terms, origin C: 2.9360e-05 -3.8197e-05 9.1734e-08 e^2 nm^4
  terms, charge centre: -1.7663e-05 -1.9e-51 8.9175e-06 e^2 nm^4
  c5 formula -0.097852, Ewald fit -0.097853 meV nm^5
  L=1 nm: E5 = -0.09785 meV = -1.5678e-23 J; residual -0.10194 meV
[110] K4(n) = -0.100000; B = 2.18629e-06 e^2 nm^4
  terms, origin C: -7.3400e-06 9.5493e-06 -2.2933e-08 e^2 nm^4
  terms, charge centre: 4.4157e-06 -1.2e-50 -2.2294e-06 e^2 nm^4
  c5 formula 0.024463, Ewald fit 0.024463 meV nm^5
  L=1 nm: E5 = 0.02446 meV = 3.9194e-24 J; residual 0.02990 meV
[111] K4(n) = -0.266667; B = 5.83010e-06 e^2 nm^4
  terms, origin C: -1.9573e-05 2.5465e-05 -6.1156e-08 e^2 nm^4
  terms, charge centre: 1.1775e-05 1.2e-51 -5.9450e-06 e^2 nm^4
  c5 formula 0.065235, Ewald fit 0.065236 meV nm^5
  L=1 nm: E5 = 0.06523 meV = 1.0452e-23 J; residual 0.05880 meV
relaxation: -0.08265 meV (1 nm), -0.007247 meV (1.5 nm)
relaxation exponent = 6.003
OK
```
